\section*{Finite-size corrections for vertical charge transitions of a defect, part 2}

A defect of charge $q$ in an insulating crystal has relaxed ions. A charge $\Delta q$ is added while the ions stay fixed and the electrons adjust. The vertical energy, computed in a cubic supercell of edge $L$, needs the correction (isolated minus periodic)
\begin{equation}
C_{\mathrm{vert}}=\frac{\alpha}{L}\left[\frac{q\,\Delta q}{\varepsilon_0}+\frac{(\Delta q)^2}{2\varepsilon_\infty}\right]+O(L^{-3}).
\label{eq:result}
\end{equation}
Here $\varepsilon_0$ is the static dielectric constant, $\varepsilon_\infty$ the high-frequency (electronic) one, and $\alpha=2.8373$ the Madelung constant. Charges are in units of the elementary charge, so electron capture is $\Delta q=-1$; the algebra uses atomic units.

The crystal is cubic, not piezoelectric, and responds linearly; the defect site has cubic symmetry. Primitive cells have edge $a$ and volume $\omega=a^3$; the supercell has volume $\Omega=L^3$. Their reciprocal lattice vectors are $\mathbf K$ and $\mathbf G$ respectively. A uniform background neutralizes charged supercells. Reservoir and perfect-crystal terms independent of $L$ are omitted.

With initial density $\rho_1$, added density $\rho_2$, and interactions $W_0$ (screened by ions and electrons) and $W_\infty$ (by electrons alone), the potential while $\rho_2$ is turned on is $\varphi_\lambda=W_0\rho_1+\lambda W_\infty\rho_2$, and
\begin{equation}
E_{\mathrm{vert}}=\int_0^1\rho_2^{T}\varphi_\lambda\,d\lambda
=\rho_2^{T}W_0\rho_1+\tfrac12\rho_2^{T}W_\infty\rho_2 .
\label{eq:Evert}
\end{equation}
Products such as $\rho_b^TW\rho_a$ stand for double integrals over space. For $W$ with dielectric constant $\varepsilon$, and wave vectors $\mathbf k$ of the primitive Brillouin zone that fit the supercell,
\begin{equation}
(\rho_b^{T}W\rho_a)_{\mathrm{per}}=\frac1\Omega\sum_{\mathbf k}h(\mathbf k),\qquad
h(\mathbf k)=\sum_{\mathbf K\mathbf K'}\rho_b^{*}(\mathbf k+\mathbf K)W_{\mathbf K\mathbf K'}(\mathbf k)\rho_a(\mathbf k+\mathbf K').
\label{eq:mesh}
\end{equation}
At long wavelength, potential $\varphi$ and charge density $\rho$ obey
\begin{equation}
\varepsilon k^2\varphi(\mathbf k)=4\pi\rho(\mathbf k),\qquad
W_{00}(\mathbf k)\to\frac{4\pi}{\varepsilon k^2}.
\label{eq:longwave}
\end{equation}
For localized charges with totals $Q_a$ and $Q_b$,
\begin{equation}
\operatorname{Re}h(\mathbf k)=\frac{4\pi S}{k^2}+r_0(\hat{\mathbf k})+O(k^2),\qquad S=\frac{Q_aQ_b}{\varepsilon},
\label{eq:expansion}
\end{equation}
where $r_0$ is bounded and may depend on direction. Hence
\begin{equation}
(\rho_b^TW\rho_a)_{\mathrm{per}}-(\rho_b^TW\rho_a)_{\mathrm{iso}}=-\frac{\alpha}{L}\frac{Q_aQ_b}{\varepsilon}+O(L^{-3}).
\label{eq:bilinear}
\end{equation}

\subsection{Quantities carried over}

A defect with charge $q$ and relaxed ions receives the charge $\Delta q$ at fixed ions; its final charge is $q'=q+\Delta q$. The densities of the initial and added charge are $\rho_1$ and $\rho_2$. The interaction $W_0$ is screened by ions and electrons, with dielectric constant $\varepsilon_0$, and $W_\infty$ by electrons alone, with $\varepsilon_\infty$. A relaxed state has the energy $\tfrac12\rho^TW_0\rho$, and the vertical energy is $\rho_2^TW_0\rho_1+\tfrac12\rho_2^TW_\infty\rho_2$. In a cubic supercell of edge $L$, any interaction $\rho_b^TW\rho_a$ between charges $Q_a$ and $Q_b$ differs from its isolated value by $-\alpha Q_aQ_b/(\varepsilon L)$, up to order $L^{-3}$, with $\alpha=2.8373$. Corrections are isolated minus periodic energies, and the remainder of order $L^{-3}$ is not written in the formulas of this section.

\subsection{Initial, final and relaxed states}

The initial state has energy $\tfrac12\rho_1^TW_0\rho_1$ and therefore needs the correction
\begin{equation}
C_{\mathrm{init}}=\frac{\alpha q^2}{2\varepsilon_0L}.
\label{eq:Cinit}
\end{equation}
The total energy of the final state at frozen ions is the initial energy plus the vertical energy. Its correction is the sum of (\ref{eq:Cinit}) and (\ref{eq:result}):
\begin{equation}
C_{\mathrm{final}}=\frac{\alpha}{2L}\left[\frac{q^2+2q\Delta q}{\varepsilon_0}+\frac{(\Delta q)^2}{\varepsilon_\infty}\right].
\label{eq:Cfinal}
\end{equation}
If the ions later relax around the charge $q'$, the state has energy $\tfrac12(\rho_1+\rho_2)^TW_0(\rho_1+\rho_2)$ and needs the correction $\alpha q'^2/(2\varepsilon_0L)$. The energy released in this relaxation is
\begin{align}
E_{\mathrm{rel}}&=\tfrac12\rho_1^TW_0\rho_1+\rho_2^TW_0\rho_1+\tfrac12\rho_2^TW_\infty\rho_2
-\tfrac12(\rho_1+\rho_2)^TW_0(\rho_1+\rho_2)\nonumber\\
&=\tfrac12\rho_2^T(W_\infty-W_0)\rho_2 .
\label{eq:Erel}
\end{align}
The terms in $\rho_1$ cancel because $W_0$ is symmetric. The correction of the relaxation energy follows:
\begin{equation}
C_{\mathrm{rel}}=\frac{\alpha(\Delta q)^2}{2L}\left(\frac1{\varepsilon_\infty}-\frac1{\varepsilon_0}\right).
\label{eq:Crel}
\end{equation}
It is positive when $\varepsilon_0>\varepsilon_\infty$, so at leading order the supercell underestimates the relaxation energy. In this linear model it depends on the added charge and not on $q$.

\subsection{The frozen polarization as a charge}

The same result can be expressed through the charge of the frozen ionic polarization. On a scale large compared with the primitive cell, let $\mathbf P_u$ be the polarization that the ionic displacements produce at zero macroscopic field. The electrons contribute the rest of the response, so
\begin{equation}
\mathbf D=\varepsilon_\infty\mathbf E+4\pi\mathbf P_u .
\label{eq:D}
\end{equation}
In the relaxed initial state $\mathbf D=\varepsilon_0\mathbf E$ as well, and hence $4\pi\mathbf P_u=(\varepsilon_0-\varepsilon_\infty)\mathbf E$. Gauss's law gives $\nabla\cdot\mathbf E=4\pi\rho_1/\varepsilon_0$. The charge density of the ionic polarization is therefore
\begin{equation}
-\nabla\cdot\mathbf P_u=-\frac{\varepsilon_0-\varepsilon_\infty}{4\pi}\,\frac{4\pi\rho_1}{\varepsilon_0}
=-\left(1-\frac{\varepsilon_\infty}{\varepsilon_0}\right)\rho_1 .
\label{eq:polcharge}
\end{equation}
Its integral around the defect is
\begin{equation}
q_{\mathrm{pol}}=-q\left(1-\frac{\varepsilon_\infty}{\varepsilon_0}\right),\qquad
\frac{q+q_{\mathrm{pol}}}{\varepsilon_\infty}=\frac{q}{\varepsilon_0}.
\label{eq:qpol}
\end{equation}
The second relation shows how a frozen charge screened by $\varepsilon_\infty$ leads to a cross term with $\varepsilon_0$.

After the transition $\mathbf P_u$ is unchanged, while the defect density is $\rho_1+\rho_2$. Taking the divergence of (\ref{eq:D}) and using $\nabla\cdot\mathbf D=4\pi(\rho_1+\rho_2)$ gives
\begin{equation}
\frac{\nabla\cdot\mathbf E}{4\pi}=\frac{\rho_1+\rho_2-(1-\varepsilon_\infty/\varepsilon_0)\rho_1}{\varepsilon_\infty}
=\frac{\rho_1}{\varepsilon_0}+\frac{\rho_2}{\varepsilon_\infty}.
\label{eq:farfield}
\end{equation}
Seen from afar, the final state acts as the charge
\begin{equation}
q_{\mathrm{far}}=\frac{q}{\varepsilon_0}+\frac{\Delta q}{\varepsilon_\infty}.
\label{eq:qfar}
\end{equation}

The correction (\ref{eq:Cfinal}) can now be rewritten. From $q'-q=\Delta q$ and (\ref{eq:qpol}),
\begin{align}
(q'+q_{\mathrm{pol}})^2-(q+q_{\mathrm{pol}})^2
&=(\Delta q)^2+2\Delta q\,(q+q_{\mathrm{pol}})\nonumber\\
&=(\Delta q)^2+2q\,\Delta q\,\frac{\varepsilon_\infty}{\varepsilon_0}.
\label{eq:squares}
\end{align}
Division by $2\varepsilon_\infty$ produces the bracket of (\ref{eq:result}), so that
\begin{equation}
C_{\mathrm{final}}=\frac{\alpha}{2L}\left[\frac{q^2}{\varepsilon_0}
+\frac{(q'+q_{\mathrm{pol}})^2-(q+q_{\mathrm{pol}})^2}{\varepsilon_\infty}\right].
\label{eq:Calt}
\end{equation}
In this form the vertical step is an ordinary change of charge in a medium of constant $\varepsilon_\infty$, in which the defect carries its frozen polarization charge along.

\subsection{Limiting cases}

For a neutral initial defect, $q=0$, there is no long-range ionic polarization to freeze, and $C_{\mathrm{vert}}=\alpha(\Delta q)^2/(2\varepsilon_\infty L)$.

For $\varepsilon_0=\varepsilon_\infty=\varepsilon$, (\ref{eq:result}) becomes $\alpha(q'^2-q^2)/(2\varepsilon L)$, the difference of the corrections of two relaxed states.

For $\Delta q=-q$ the final defect is neutral, but its far charge (\ref{eq:qfar}) is $q(1/\varepsilon_0-1/\varepsilon_\infty)$. It has the sign opposite to $q$, because the ions still screen a charge that is gone. By (\ref{eq:Cfinal}) the total energy of this neutral state needs the correction
\begin{equation}
C_{\mathrm{final}}(\Delta q=-q)=\frac{\alpha q^2}{2L}\left(\frac1{\varepsilon_\infty}-\frac1{\varepsilon_0}\right).
\label{eq:neutralfinal}
\end{equation}
A supercell with no net charge thus does not imply an energy free of $1/L$ errors. The correction of the vertical energy itself is
\begin{equation}
C_{\mathrm{vert}}(\Delta q=-q)=\frac{\alpha q^2}{L}\left(\frac1{2\varepsilon_\infty}-\frac1{\varepsilon_0}\right).
\label{eq:capture}
\end{equation}
It is positive for $\varepsilon_0>2\varepsilon_\infty$, negative for $\varepsilon_0<2\varepsilon_\infty$, and zero at leading order when the two sides are equal.

Suppose that one dielectric constant $\varepsilon$ is used for both states, with the correction $\alpha(q'^2-q^2)/(2\varepsilon L)=\alpha[q\Delta q+(\Delta q)^2/2]/(\varepsilon L)$. Subtracting (\ref{eq:result}) gives the errors left at order $1/L$:
\begin{align}
\varepsilon=\varepsilon_0:&\quad -\frac{\alpha(\Delta q)^2}{2L}\left(\frac1{\varepsilon_\infty}-\frac1{\varepsilon_0}\right),
\label{eq:errstatic}\\
\varepsilon=\varepsilon_\infty:&\quad +\frac{\alpha q\Delta q}{L}\left(\frac1{\varepsilon_\infty}-\frac1{\varepsilon_0}\right).
\label{eq:errfast}
\end{align}
For $\Delta q=-q$ the single-constant correction is $-\alpha q^2/(2\varepsilon L)$, which is negative. When $\varepsilon_0>2\varepsilon_\infty$ it has the wrong sign and increases the leading error.

\subsection{A crystal of bound dipoles}

The size dependence can be followed in a model crystal whose energy is minimized numerically without use of the correction formula. Its parameters are round numbers and represent no particular material. The dipoles are bound to fixed sites by harmonic springs, so the model has neither acoustic vibrations nor a nonlinear defect core, and it does not test the parts of the argument that concern them. The lattice is simple cubic with $a=4$ \AA. Each cell has an electronic dipole $\mathbf p_e$ at its corner and an ionic dipole $\mathbf p_i$ at its centre. Both are Gaussian distributions of width 1.00 \AA, where a width $\sigma$ means the Fourier factor $e^{-\sigma^2G^2/2}$. The springs that bind them cost the energy
\begin{equation}
\frac{4\pi}{\omega}\,\tfrac12\left(\kappa_ep_e^2+\kappa_ip_i^2\right)
\label{eq:springs}
\end{equation}
per cell, with $\kappa_e=0.5$ and $\kappa_i=0.2$. To this is added the Coulomb energy of the complete charge density, including the self-energy of each Gaussian dipole, which acts as an additional spring. The defect sits at a cell corner. Its initial charge is a Gaussian of width 1.00 \AA\ and the added charge one of width 1.40 \AA.

The dielectric constants follow from the response to a uniform macroscopic field $\mathcal E$ along $x$. For uniform dipoles the Fourier amplitude of the charge at a reciprocal lattice vector $\mathbf K$ is, up to a phase, $\mathbf K\cdot(\mathbf p_e+\zeta_{\mathbf K}\mathbf p_i)e^{-\sigma^2K^2/2}$. The sign $\zeta_{\mathbf K}=\pm1$ is the phase factor of the cell centre. In the Coulomb energy, $K_x^2/K^2$ may be replaced by $1/3$ by cubic symmetry. The energy per cell is then
\begin{equation}
\frac{4\pi}{\omega}\left[\tfrac12(\kappa_e+\tau)p_e^2+\tfrac12(\kappa_i+\tau)p_i^2+\tau'p_ep_i\right]-\mathcal E(p_e+p_i),
\label{eq:uniform}
\end{equation}
with
\begin{equation}
\tau=\tfrac13\sum_{\mathbf K\ne0}e^{-\sigma^2K^2},\qquad
\tau'=\tfrac13\sum_{\mathbf K\ne0}\zeta_{\mathbf K}e^{-\sigma^2K^2}.
\label{eq:tau}
\end{equation}
At frozen ions, $p_i=0$, the minimum is $p_e=\omega\mathcal E/[4\pi(\kappa_e+\tau)]$. Since the dielectric constant is $1+4\pi(p_e+p_i)/(\omega\mathcal E)$,
\begin{equation}
\varepsilon_\infty=1+\frac1{\kappa_e+\tau}.
\label{eq:epsinf}
\end{equation}
If both dipoles relax, the two linear equations for $p_e$ and $p_i$ give
\begin{equation}
\varepsilon_0=1+\frac{\kappa_e+\kappa_i+2\tau-2\tau'}{(\kappa_e+\tau)(\kappa_i+\tau)-\tau'^2}.
\label{eq:eps0}
\end{equation}
The sums converge rapidly and yield $\varepsilon_\infty=2.428$ and $\varepsilon_0=6.330$. For $q=+1$, equation (\ref{eq:qpol}) gives $q_{\mathrm{pol}}=-(1-2.428/6.330)=-0.616$. The far charge is $1/6.330=0.158$ before the transition. After capture of an electron it is $0.158-1/2.428=-0.254$, although the defect is then neutral.

\subsection{Energies in supercells}

In each supercell all dipoles are first relaxed around the charge $+1$. The ionic dipoles are then held fixed, the charge $\Delta q$ is added, and the electronic dipoles are relaxed again. The energy is quadratic, so each relaxation is a set of linear equations, solved separately for every wave vector of the supercell. The difference of the two total energies is the raw vertical energy. The isolated limit is obtained by a least-squares fit of raw energies for five supercells from $L=24$ to 56 \AA, with the powers 0, 1, 3 and 5 of $1/L$. All four coefficients are free.

For capture, $\Delta q=-1$, the bracket of (\ref{eq:result}) is
\begin{equation}
-\frac1{6.330}+\frac1{2\times2.428}=-0.1580+0.2059=0.0479 .
\label{eq:bracketcap}
\end{equation}
Multiplied by $\alpha$ it predicts that the raw energy varies as $-0.1360/L$ in atomic units; the fitted coefficient is $-0.1359$. For loss of an electron, $\Delta q=+1$, the bracket is $0.1580+0.2059=0.3639$. The predicted coefficient is $-1.0325$ and the fitted one $-1.0323$.

In the units of the example, the product of one hartree and one bohr is 14.40 eV\,\AA. At $L=24$ \AA\ this gives $\alpha/L=2.8373\times14.40/24=1.702$ eV. The corrections are $1.702\times0.0479=0.082$ eV for capture and $1.702\times0.3639=0.619$ eV for loss. The energies for three cell sizes are as follows.

\begin{center}
\begin{tabular}{lrrrr}
 & $L$ (\AA) & raw (eV) & $C_{\mathrm{vert}}$ (eV) & corrected (eV)\\
\hline
capture & 16 & $-0.406$ & 0.122 & $-0.284$\\
 & 24 & $-0.383$ & 0.082 & $-0.301$\\
 & 40 & $-0.356$ & 0.049 & $-0.307$\\
loss & 16 & 2.519 & 0.929 & 3.448\\
 & 24 & 2.809 & 0.619 & 3.429\\
 & 40 & 3.051 & 0.372 & 3.423
\end{tabular}
\end{center}

The extrapolated isolated limits are $-0.308$ eV for capture and 3.421 eV for loss. Relative to them, the raw energies at $L=24$ \AA\ are too low by 0.075 and 0.612 eV, and the corrected energies are too high by 0.006 and 0.007 eV. For capture, the corrected error falls from 0.0238 eV at 16 \AA\ to 0.0064 eV at 24 \AA\ and 0.0013 eV at 40 \AA, that is, by factors of about 3.7 and 5. A pure $L^{-3}$ law would give 3.4 and 4.6. The decrease is consistent with the remainder of order $L^{-3}$ in (\ref{eq:bilinear}). It is not an independent test of that power, because the limit was itself fitted with third- and fifth-order terms.

The raw capture energy has a small error because the two terms in (\ref{eq:bracketcap}) largely cancel. At $L=16$ \AA\ the correction still reduces the error from 0.099 to 0.024 eV, but the remaining error is then about a fifth of the correction. For loss the two terms add, and the corresponding fraction is about 3 per cent.

A single dielectric constant fares differently. Since $\varepsilon_0>2\varepsilon_\infty$ here, its correction for capture has the wrong sign. At $L=24$ \AA, the use of $\varepsilon_0$ for both states leaves an error of $-0.210$ eV, and the use of $\varepsilon_\infty$ leaves $-0.426$ eV. Both are larger than the raw error of $-0.075$ eV. Equation (\ref{eq:errstatic}) accounts for the first value: it gives $-1.702\times(0.4118-0.1580)/2=-0.216$ eV, to which the third-order error of $+0.006$ eV is added. For loss, the errors are $-0.209$ eV with $\varepsilon_0$ and $+0.439$ eV with $\varepsilon_\infty$. The first is nearly the same as for capture, since (\ref{eq:errstatic}) does not contain $q$. The second has changed sign, as (\ref{eq:errfast}) requires.

The neutral final state after capture shows the effect of the frozen polarization on a total energy. The fitted coefficient of $1/L$ is $-0.3600$ in atomic units, and the correction (\ref{eq:neutralfinal}), with its sign reversed, gives $-0.3601$. At $L=24$ \AA\ this is an energy too low by $0.360\times14.40/24=0.216$ eV at leading order, in a cell without net charge.

\subsection{Conditions of use}

The dielectric constants must be those of the crystal as described by the same level of theory that gives the raw energies, since it is that crystal which screens the images. With other values, a $1/L$ error remains that is proportional to the errors of $1/\varepsilon_0$ and $1/\varepsilon_\infty$.

The ions must have been relaxed for the charge $q$ in the same supercell. If they are instead kept at the sites of the perfect crystal, $\mathbf P_u=0$, the initial charge is screened by electrons alone, and $\varepsilon_\infty$ replaces $\varepsilon_0$ in the cross term.

The added charge must be localized. If the electron enters a state that extends over the whole supercell, its density does not tend to that of a localized charge as $L$ grows, and the step from (\ref{eq:mesh}) to (\ref{eq:expansion}) fails. For a localized state the formula becomes accurate only when $L$ is large compared with the radius of the state. In smaller cells the third-order remainder is large, and once the state overlaps its images the expansion in powers of $1/L$ is no longer reliable.

In a crystal of lower symmetry that is not piezoelectric, $\varepsilon k^2$ in (\ref{eq:longwave}) becomes $\mathbf k\cdot\boldsymbol\varepsilon\,\mathbf k$. The lattice sum then depends on the dielectric tensor, and the cross term and the self term need separate sums, one with the static and one with the high-frequency tensor. Many such crystals, the wurtzite compounds among them, are piezoelectric. Long-wave strain then adds to the static screening a direction-dependent term that no tensor represents, of order ten per cent in a strong piezoelectric such as ZnO. At a site of lower symmetry, the steps above that used the cubic symmetry of the site must also be re-examined. Equation (\ref{eq:Evert}), which assigns the two kinds of screening to the two terms, remains valid, because its derivation uses no symmetry of the crystal.
